Reversals of even-odd stability in quantum-confined metal films

**Problem**

A flat metal film consists of N atomic layers of spacing d = 0.286 nm. Its energy contains a quantum-size oscillation with period Λ = 0.198 nm in thickness. Treat the electrons as independent free electrons at zero temperature, confined between hard walls a distance L apart. The positive background has thickness D = Nd, and the film is neutral. Call N stable when

S(N) = E(N+1) + E(N−1) − 2E(N)

is positive: two films of N layers then cost less than one of N+1 and one of N−1, at equal total area and material. Algebra is in atomic units, and E and Ω are energies per area.

(a) Find the leading oscillating part of E(N).
(b) Find S(N), and show that the favoured parity of N reverses roughly every nine layers.
(c) How firm is the number nine?

**Hints**

1. Start at fixed chemical potential μ = k_F²/2. Each subband has a constant density of states 1/π per area, spin included.
2. Poisson summation splits the subband sum into a smooth part and harmonics. Integrate the harmonics by parts.
3. Neutrality fixes L − D, and with it the phase of the oscillation.
4. Compare 2d with 3Λ, and use the fact that N is an integer.

**Solution**

*(a) The oscillating energy.* Hard walls give k_j = πj/L with j = 1, 2, …. An occupied subband with bottom k_j²/2 contributes −∫(μ − ε)dε/π, taken from the bottom to μ, which is −(μ − k_j²/2)²/(2π). Hence

Ω = −(1/8π) Σ_j g(k_j),  g(k) = (k_F² − k²)² for k < k_F, and zero above.

Since g is even in k, Poisson summation reads

Σ_{j≥1} g = −g(0)/2 + (L/π)∫₀^{k_F} g dk + (2L/π) Σ_{s≥1} I_s,
I_s = ∫₀^{k_F} g cos(qk) dk,  q = 2sL.

With ∫₀^{k_F} g dk = 8k_F⁵/15 and g(0) = k_F⁴, the smooth part is

Ω_smooth = −Lk_F⁵/(15π²) + k_F⁴/(16π).

For I_s, repeated integration by parts gives

I_s = [g sin(qk)/q + g′ cos(qk)/q² − g″ sin(qk)/q³ − g‴ cos(qk)/q⁴ + g⁗ sin(qk)/q⁵]₀^{k_F}.

At k = 0 every term vanishes, because sin 0 = 0 and g′, g‴ are odd. At k_F one has g = g′ = 0, g″ = 8k_F², g‴ = 24k_F and g⁗ = 24. Multiplying I_s by −(1/8π)(2L/π) = −L/(4π²) gives

Ω_osc = Σ_s [k_F² sin(2sk_FL)/(4π²s³L²) + 3k_F cos(2sk_FL)/(8π²s⁴L³) − 3 sin(2sk_FL)/(16π²s⁵L⁴)].

The leading term has period π/k_F in L, so Λ = π/k_F. It comes from the sharp edge of occupation at k_F: the second derivative of Ω with respect to L jumps each time a subband crosses the Fermi level.

The smooth electron number per area is −∂Ω_smooth/∂μ. Since dμ = k_F dk_F, it equals Lk_F³/(3π²) − k_F²/(4π). The background supplies n_e = Dk_F³/(3π²). Equating the two,

L − D = 3π/(4k_F).

The electron density vanishes at a hard wall, so the walls must stand outside the background to hold all the electrons.

A film has a fixed electron number, not a fixed μ. Its energy is the maximum over μ of Ω(μ) + μn_e. At μ = k_F²/2 the smooth part is already stationary. The oscillation adds an electron number δn = −∂Ω_osc/∂μ, whose leading term is −k_F cos(2k_FL)/(2π²L). The average curvature is ∂n/∂μ = k_FL/π², so shifting μ to the maximum raises the energy by

(δn)²/(2∂n/∂μ) ≈ k_F cos²(2k_FL)/(8π²L³).

This is at most 1/(2k_FL) of the leading amplitude k_F²/(4π²L²), in this one-harmonic estimate. It is about 0.5% at N = 20, where k_FL ≈ 93. The harmonics of δn fall only as 1/s², and summing them raises the bound by (π²/6)², to about 1.5%, which is still small.

The harmonics s ≥ 2 fall off with the same power of L, but their amplitudes are smaller by 1/s³, which is at most 1/8. Keeping only s = 1 and the leading power of 1/L gives E_osc = k_F² sin(2k_FL)/(4π²L²). Inserting 2k_FL = 2k_FD + 3π/2 and sin(x + 3π/2) = −cos x,

E_osc(N) = −k_F² cos(θN)/(4π²L²),  θ = 2k_Fd = 2πd/Λ.

*(b) Stability and its reversal.* The smooth energy is linear in N, so it drops out of S. If the slow change of L between neighbouring N is neglected, the identity

cos θ(N+1) + cos θ(N−1) − 2 cos θN = −2(1 − cos θ) cos θN

gives

S(N) = 2(1 − cos θ) k_F² cos(θN)/(4π²L²).

The two minus signs cancel: a minimum of the energy is a maximum of stability. Here 2(1 − cos θ) = 3.879, close to its largest possible value 4, because neighbouring layers lie nearly in antiphase.

Now compare lengths:

2d = 0.572 nm,  3Λ = 0.594 nm,  3Λ − 2d = 0.022 nm.

Two added layers almost match three periods, which produces the even-odd alternation. The mismatch makes it drift. Define

M = Λ/|2d − 3Λ| = 0.198/0.022 = 9.00.

Since 2d < 3Λ, 2d/Λ = 3 − 1/M, and therefore

θN = πN(2d/Λ) = 3πN − πN/M.

For integer N, sin 3πN = 0 and cos 3πN = (−1)^N, so

cos θN = (−1)^N cos(πN/M).

Where cos(πN/M) is positive, even N are stable; where it is negative, odd N are. Its sign changes every M = 9 layers, or 2.57 nm (25.7 Å) of added thickness, which is the required result. If 2d exceeded 3Λ, the drift would run the other way and the cosine would be the same.

The given lengths allow a second view. They satisfy d/Λ = 13/9, so nine layers contain 13 periods and cos θN repeats after nine layers. Nine is odd, so the same phase returns on the opposite parity.

*Reading the numbers.* The period gives k_F = 15.87 nm⁻¹ and a Fermi energy E_F = 9.59 eV. For an fcc (111) film the surface cell has area 0.1063 nm². At N = 18, L = 18 × 0.286 + 0.1485 = 5.297 nm and cos θN = 1. Since k_F² in atomic units stands for 2E_F, the value per surface cell is

S(18) ≈ 3.879 × 2 × 9.59 eV × 0.1063/(4π² × 5.297²) = 0.0071 eV.

Filling the subbands at fixed electron number, without the leading-order approximation, gives 0.0070 eV. The formula is about 3% higher. The third harmonic accounts for a difference of this size and sign: its weight is 1/27, its second-difference factor is 1.5/1.94 of the first, and at N = 18 it has the opposite sign, which lowers S by 2.9%.

The subband energies in the numerical output favour odd N from 10 to 13, even N from 14 to 22, and odd N from 23 to 27, where the listing ends. At these two reversals, with the hard-wall phase, two neighbouring thicknesses are both stable: 13 and 14, then 22 and 23.

The nodes of the alternation can be located between integers by averaging (−1)^N S over neighbouring N and interpolating to zero. They lie at 13.67, 22.58, 31.54 and 40.52 layers, against 13.5, 22.5, 31.5 and 40.5 from cos(πN/M) = 0. The mean spacing for thicknesses between 8 and 60 layers is 8.97. The small delay shrinks over these four nodes. Part of it comes from the averaging itself: the amplitude falls with thickness, so the thinner of two neighbouring films weighs more and the interpolated zero moves to larger N.

*(c) How firm is nine?* M divides by a small difference of two lengths. If d and Λ are each uncertain by half a unit in the last digit, 0.0005 nm, then M lies between 8.10 and 10.13. "Roughly nine" is what the data support.

Two limits show when the picture applies. If 2d = 3Λ, M is infinite and one parity stays favoured. If the mismatch is comparable with Λ, M is of order one and there is no lasting parity preference to reverse. The alternation requires 2d to lie near an odd multiple of Λ; near an even multiple, θ is close to a multiple of 2π and neighbouring layers oscillate in step.

*Comparison with lead.* The parameters are typical of Pb(111) films. With them the model holds 4.10 electrons per atom, against the four valence electrons of lead. The difference is small in density but not in M: exactly four free electrons per atom would give Λ = 0.1996 nm and M = 7.4. The nine-layer interval therefore rests on the given Λ, not on counting free electrons. Real films depart from it in several ways.

- The vacuum barrier is finite and the substrate reflects electrons with its own phase. An extra phase δ turns cos(πN/M) into cos(πN/M − δ), which moves every node by M/π = 2.86 layers per radian. The model therefore cannot predict which parity a given sample favours at a given N. If the phase differs from one node to the next, the spacing changes too.
- A change of d throughout the film alters M strongly (Variation 2). Relaxation confined to the outer layers changes the thickness by a fixed amount, which acts as an extra phase: it moves the nodes and leaves their spacing nearly unchanged.
- Temperature smears μ over a few k_BT. The phase 2k_FL changes with μ at the rate 2L/k_F, and averaging over the thermal weight −∂f/∂ε, with f the Fermi function, multiplies the first harmonic of Ω, and with it that of the free energy, which decides stability at finite temperature, by X/sinh X, where X = 2πk_BTL/k_F. At N = 20 the factor is 0.955 at 200 K and 0.903 at 300 K. The amplitude of the free-energy oscillation falls, but the phase stays. The internal energy behaves differently: its factor is X² cosh X/sinh² X, slightly above one at these temperatures.
- Screening and the band structure of lead are left out, so the energies above are model values.

**Variation 1: finite walls**

*Replace the hard walls by steps a work function W = 4.0 eV (a rough value) above the Fermi level. What happens to the reversals?*

Let κ₀² = k_F² + 2W. Matching the waves inside to decaying waves outside gives

kL + φ(k) = πj,  φ(k) = 2 arcsin(k/κ₀).

In the Poisson integral, cos(2πsj) becomes cos[2s(kL + φ)]. The edge at k_F now yields the phase 2k_FL + 2φ(k_F) = θN + χ, with

χ = 2k_F(L − D) + 2φ(k_F).

The subband density in k is (L + φ′)/π, so neutrality of the smooth part requires

(k_F³/3π²)(L − D) = k_F²/(4π) − (1/2π²)∫₀^{k_F}(k_F² − k²)φ′ dk.

With k = κ₀ sin u and t = arcsin(k_F/κ₀), φ′dk = 2du and the integral is 2k_F²t − κ₀²(t − ½ sin 2t). Here k_F/κ₀ = √(9.59/13.59) = 0.840 and t = 0.997, which give 2k_F(L − D) = 1.03 and 2φ(k_F) = 3.99. Thus χ = 5.02, against 3π/2 = 4.71 for hard walls.

The energy oscillates as sin(θN + χ) = (−1)^N sin(χ − πN/M), so the nodes lie at N = Mχ/π plus multiples of M. They move by 9 × (5.020 − 4.712)/π = 0.88 layers, and their spacing remains M. Filling the subbands of the finite well gives nodes at 14.60, 23.53, 32.50 and 41.48, again with mean spacing 8.97. The thickness N = 14 now belongs to the odd-favoured range.

**Variation 2: a stretched film**

*Increase d by 1%, keeping the lateral lattice and the number of electrons per layer fixed. Find the new M.*

The electron density scales as 1/d, so k_F scales as d^(−1/3) and Λ as d^(1/3). The ratio d/Λ therefore grows as d^(2/3):

2d/Λ = 2.8889 × 1.01^(2/3) = 2.9081,
M = 1/(3 − 2.9081) = 10.88.

Filling the subbands of the stretched film gives a mean node spacing of 10.84. A 1% increase of spacing lengthens the reversal interval by about 21%, because it removes part of an already small mismatch.

Computed values

```
layer spacing d = 0.286 nm
oscillation period Lambda = 0.198 nm
d/Lambda = 1.4444 = 13/9
2d = 0.572 nm
3 Lambda = 0.594 nm
mismatch |2d - 3 Lambda| = 0.022 nm
reversal interval M = 9.00 layers
reversal length M d = 2.574 nm = 25.74 angstrom
Fermi wave number = 15.87 1/nm
Fermi energy = 9.59 eV
fcc lattice constant = 0.4954 nm
surface cell area = 0.1063 nm^2
electrons per atom = 4.10
hard-wall excess L - D = 0.1485 nm
second-difference factor 2(1-cos theta) = 3.879
S(N) per surface cell, hard walls, and favoured parity:
N = 10: S = -0.02136 eV, odd
N = 11: S = +0.01490 eV, odd
N = 12: S = -0.00932 eV, odd
N = 13: S = +0.00321 eV, odd
N = 14: S = +0.00185 eV, even
N = 15: S = -0.00483 eV, even
N = 16: S = +0.00687 eV, even
N = 17: S = -0.00730 eV, even
N = 18: S = +0.00696 eV, even
N = 19: S = -0.00608 eV, even
N = 20: S = +0.00458 eV, even
N = 21: S = -0.00304 eV, even
N = 22: S = +0.00103 eV, even
N = 23: S = +0.00079 eV, odd
N = 24: S = -0.00199 eV, odd
N = 25: S = +0.00291 eV, odd
N = 26: S = -0.00319 eV, odd
N = 27: S = +0.00315 eV, odd
leading formula S(18) = +0.00714 eV
leading formula S(27) = +0.00323 eV
hard-wall nodes (layers): 13.67 22.58 31.54 40.52
hard-wall mean node spacing = 8.97 layers
rough work function = 4.0 eV
phase chi, hard walls = 4.712 rad
phase chi, finite walls = 5.020 rad
finite-wall nodes (layers): 14.60 23.53 32.50 41.48
finite-wall mean node spacing = 8.97 layers
predicted node shift by finite walls = 0.88 layers
node shift per radian of phase = 2.86 layers
M from input rounding: 8.10 to 10.13 layers
M at 1% larger spacing = 10.88 layers
same from filled subbands = 10.84 layers
thermal factor, N = 20, 200 K = 0.955
thermal factor, N = 20, 300 K = 0.903
```
